# Koopmans' theorem as a variational statement about one-hole determinants: verification in Python

```python
"""
Result under test: for a determinant Phi with energy E and Fock matrix F,
    <a_i Phi| H |a_j Phi> = E delta_ij - F_ji     (i, j occupied).
For a Hartree-Fock Phi the best frozen-orbital ion is therefore obtained
by removing the highest canonical occupied orbital.

Symbols: a_i removes an electron from spin orbital i; h is the one-electron
matrix; g[p,q,r,s] = <pq|rs> is the two-electron integral; gamma is the
site-site repulsion; L1, L2 are localised occupied orbitals of the model.
Explicit Fock-space vectors supply one side of the tests, the Fock matrix
the other. Model energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def annihilators(n_modes):
    """Matrices of the fermion annihilation operators in Fock space."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for k in range(n_modes):
        matrix = np.eye(1)
        for m in range(n_modes):
            factor = sign if m < k else lower if m == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def many_body_hamiltonian(h, g, a):
    """Sum h_pq p+ q + (1/2) sum <pq|rs> p+ q+ s r."""
    n = len(a)
    H = np.zeros(a[0].shape, dtype=np.result_type(h, g))
    for p in range(n):
        for q in range(n):
            if h[p, q] != 0:
                H += h[p, q] * (a[p].T @ a[q])
            for r in range(n):
                for s in range(n):
                    if g[p, q, r, s] != 0:
                        pair = (a[q] @ a[p]).T @ (a[s] @ a[r])
                        H += 0.5 * g[p, q, r, s] * pair
    return H


def create(orbital, state, a):
    return sum(c * (op.T @ state) for c, op in zip(orbital, a))


def remove(orbital, state, a):
    return sum(np.conj(c) * (op @ state) for c, op in zip(orbital, a))


def determinant(orbitals, a):
    state = np.zeros(a[0].shape[0])
    state[0] = 1.0
    for orbital in orbitals:
        state = create(orbital, state, a)
    return state


def mean(H, state):
    return np.vdot(state, H @ state).real


# ---- General complex Hamiltonian and a determinant that is not HF ----
rng = np.random.default_rng(7)
n, n_occ = 6, 3


def random_hermitian():
    z = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (z + z.conj().T) / 2


h_gen = random_hermitian()
factors = np.array([random_hermitian() for _ in range(3)]) * 0.5
g_gen = np.einsum('mpr,mqs->pqrs', factors, factors)
a = annihilators(n)
H = many_body_hamiltonian(h_gen, g_gen, a)
phi = determinant(np.eye(n)[:n_occ], a)
E = mean(H, phi)
F = h_gen.copy()
for k in range(n_occ):
    F += g_gen[:, k, :, k] - g_gen[:, k, k, :]
F_occ = F[:n_occ, :n_occ]
holes = np.array([a[i] @ phi for i in range(n_occ)]).T
hole_H = holes.conj().T @ H @ holes
assert np.allclose(holes.conj().T @ holes, np.eye(n_occ), atol=1e-12)
error_right = np.abs(hole_H - (E * np.eye(n_occ) - F_occ.T)).max()
error_wrong = np.abs(hole_H - (E * np.eye(n_occ) - F_occ)).max()
assert error_right < 1e-10 and error_wrong > 1e-2

# A mixture of holes is one determinant with one orbital removed.
c = rng.normal(size=n_occ) + 1j * rng.normal(size=n_occ)
c /= np.linalg.norm(c)
mixture = holes @ c
density = np.array([[np.vdot(a[p] @ mixture, a[q] @ mixture)
                     for q in range(n)] for p in range(n)])
assert np.allclose(density @ density, density, atol=1e-11)
assert abs(np.trace(density) - (n_occ - 1)) < 1e-11
d = c.conj()
assert abs(mean(H, mixture) - (E - np.vdot(d, F_occ @ d).real)) < 1e-10

# Without the HF condition, block eigenvalues are not eigenvalues of F.
assert np.abs(F[n_occ:, :n_occ]).max() > 1e-2
distance = np.abs(np.linalg.eigvalsh(F_occ)[:, None]
                  - np.linalg.eigvalsh(F)[None, :])
assert distance.min(axis=1).max() > 1e-3

# Coupling of a frozen ion to its own single excitations.
for i in range(n_occ):
    for j in range(n_occ):
        for b in range(n_occ, n):
            if i != j:
                ion = a[i] @ phi
                excited = a[b].T @ (a[j] @ ion)
                formula = F[b, j] - g_gen[b, i, j, i] + g_gen[b, i, i, j]
                assert abs(np.vdot(excited, H @ ion) - formula) < 1e-10

# ---- Worked model: two coupled bonds, four sites, four electrons ----
x = np.array([0.0, 1.3, 2.9, 4.2])
site_energy = np.array([-10.0, -10.0, -11.0, -11.0])
hopping = np.array([3.0, 2.0, 3.0])
U = 8.0
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
gamma = coulomb / np.sqrt((x[:, None] - x)**2 + (coulomb / U)**2)
core = gamma - np.diag(np.diag(gamma))
# Every site carries a core of charge +1.
h = np.diag(site_energy - core.sum(axis=1))
h -= np.diag(hopping, 1) + np.diag(hopping, -1)
core_energy = core.sum() / 2

a = annihilators(8)
g = np.zeros((8, 8, 8, 8))
for p in range(8):
    for q in range(8):
        g[p, q, p, q] = gamma[p % 4, q % 4]
H = many_body_hamiltonian(np.kron(np.eye(2), h), g, a)
H += core_energy * np.eye(len(H))


def up(orbital):
    return np.concatenate([orbital, np.zeros(4)])


def down(orbital):
    return np.concatenate([np.zeros(4), orbital])


def scf(n_up, n_down, P_up, P_down):
    """Self-consistent field with separate spin density matrices."""
    P = [P_up, P_down]
    for _ in range(5000):
        site_density = np.diag(P[0] + P[1])
        fock = [h + np.diag(gamma @ site_density) - gamma * D for D in P]
        solved = [np.linalg.eigh(f) for f in fock]
        new = [s[1][:, :m] @ s[1][:, :m].T
               for s, m in zip(solved, (n_up, n_down))]
        change = max(np.abs(new[k] - P[k]).max() for k in (0, 1))
        P = [(new[k] + P[k]) / 2 for k in (0, 1)]
        if change < 1e-12:
            break
    assert change < 1e-10
    return fock, solved


fock, solved = scf(2, 2, np.eye(4) / 2, np.eye(4) / 2)
F = fock[0]
eps, C = solved[0]
assert np.allclose(fock[0], fock[1], atol=1e-9)
occ = C[:, :2]
phi = determinant([up(occ[:, 0]), up(occ[:, 1]),
                   down(occ[:, 0]), down(occ[:, 1])], a)
E_HF = mean(H, phi)
h_mo = np.diag(occ.T @ h @ occ)
assert abs(E_HF - (core_energy + np.sum(h_mo + eps[:2]))) < 1e-8
# Explicit stationarity: no coupling of Phi to single excitations.
for spin in (up, down):
    for i in (0, 1):
        for b in (2, 3):
            single = create(spin(C[:, b]), remove(spin(C[:, i]), phi, a), a)
            assert abs(np.vdot(single, H @ phi)) < 1e-8

# Localised orbitals diagonalise position in the occupied space.
centres, rotation = np.linalg.eigh(occ.T @ np.diag(x) @ occ)
L = occ @ rotation
L = L * np.sign(L.sum(axis=0))
F_loc = L.T @ F @ L
holes = np.array([remove(spin(L[:, k]), phi, a)
                  for spin in (up, down) for k in (0, 1)]).T
hole_H = holes.T @ H @ holes
assert np.allclose(hole_H, E_HF * np.eye(4) - np.kron(np.eye(2), F_loc),
                   atol=1e-8)
loc_ip = np.diag(hole_H)[2:] - E_HF
hole_levels = np.linalg.eigvalsh(hole_H[2:, 2:])
frozen = np.array([mean(H, remove(down(C[:, k]), phi, a)) for k in (1, 0)])
assert np.allclose(hole_levels, frozen, atol=1e-8)
assert np.allclose(frozen, E_HF - eps[[1, 0]], atol=1e-8)
assert abs(loc_ip.sum() - (frozen - E_HF).sum()) < 1e-8
assert frozen[0] - E_HF < loc_ip.min() - 1e-3


# Direct search over the orbital to be removed.
def ion_energy(theta):
    orbital = np.cos(theta) * L[:, 0] + np.sin(theta) * L[:, 1]
    return mean(H, remove(down(orbital), phi, a))


grid = np.linspace(-np.pi / 2, np.pi / 2, 91)
start = grid[np.argmin([ion_energy(t) for t in grid])]
search = minimize_scalar(ion_energy, bounds=(start - 0.05, start + 0.05),
                         method='bounded', options={'xatol': 1e-9})
theta_formula = 0.5 * np.arctan2(2 * F_loc[0, 1], F_loc[0, 0] - F_loc[1, 1])
# A flat minimum fixes the angle only to about the root of rounding error.
assert abs(np.sin(search.x - theta_formula)) < 1e-5
assert abs(search.fun - frozen[0]) < 1e-8
best = np.cos(search.x) * L[:, 0] + np.sin(search.x) * L[:, 1]
assert abs(abs(best @ C[:, 1]) - 1) < 1e-8

# Relaxation coupling of the best frozen ion (up electrons excited).
ion = remove(down(C[:, 1]), phi, a)
couplings = []
for j in (0, 1):
    for b in (2, 3):
        excited = create(up(C[:, b]), remove(up(C[:, j]), ion, a), a)
        value = np.vdot(excited, H @ ion)
        formula = -(C[:, b] * C[:, j]) @ gamma @ C[:, 1]**2
        assert abs(value - formula) < 1e-8
        couplings.append(abs(value))
assert max(couplings) > 1e-3

# Relaxed ion and exact energies of the same model.
_, ion_solved = scf(2, 1, occ @ occ.T, np.outer(C[:, 0], C[:, 0]))
C_up, C_down = ion_solved[0][1], ion_solved[1][1]
E_relaxed = mean(H, determinant([up(C_up[:, 0]), up(C_up[:, 1]),
                                 down(C_down[:, 0])], a))
N_up = sum(np.diag(op.T @ op) for op in a[:4])
N_down = sum(np.diag(op.T @ op) for op in a[4:])


def exact_levels(n_up, n_down):
    index = np.where((np.rint(N_up) == n_up) & (np.rint(N_down) == n_down))[0]
    return np.linalg.eigvalsh(H[np.ix_(index, index)])


E_exact = exact_levels(2, 2)[0]
ion_exact = exact_levels(2, 1)
assert np.all(frozen >= ion_exact[:2] - 1e-9)
assert frozen[0] > E_relaxed > ion_exact[0]
assert E_HF > E_exact
ip_frozen = frozen[0] - E_HF
ip_relaxed = E_relaxed - E_HF
ip_exact = ion_exact[0] - E_exact
relaxation = frozen[0] - E_relaxed
ion_corr = E_relaxed - ion_exact[0]
neutral_corr = E_HF - E_exact
hartree = constants.physical_constants['Hartree energy in eV'][0]


def show(label, values, unit, digits=4):
    text = ' '.join(f'{v:.{digits}f}' for v in np.atleast_1d(values))
    print(f'{label}: {text} {unit}')


print(f'Complex test, error with F_ji: {error_right:.1e} (model units)')
print(f'Complex test, error with F_ij: {error_wrong:.3f} (model units)')
show('Site positions', x, 'angstrom', 1)
show('Site energies', site_energy, 'eV', 1)
show('Hoppings along chain (enter H with minus sign)', hopping, 'eV', 1)
show('On-site repulsion U', U, 'eV', 1)
show('Coulomb constant e^2/(4 pi eps0)', coulomb, 'eV angstrom')
show('Repulsion of site 1 with sites 1 to 4', gamma[0], 'eV')
show('HF total energy', E_HF, 'eV')
show('Canonical orbital energies, all four', eps, 'eV')
show('Highest occupied orbital on sites 1 to 4', best, '(amplitude)')
show('Centres of L1 and L2', centres, 'angstrom')
show('L1 on sites 1 to 4', L[:, 0], '(amplitude)')
show('L2 on sites 1 to 4', L[:, 1], '(amplitude)')
show('Weight of L1 on sites 1,2', np.sum(L[:2, 0]**2), '(fraction)')
show('Weight of L2 on sites 3,4', np.sum(L[2:, 1]**2), '(fraction)')
show('Fock block F11 F12 F22 in L1,L2', F_loc[[0, 0, 1], [0, 1, 1]], 'eV')
show('Frozen ionisation energy from L1, L2', loc_ip, 'eV')
show('Frozen ionisation energies, canonical', frozen - E_HF, 'eV')
show('Sum of the two, localised', loc_ip.sum(), 'eV')
show('Sum of the two, canonical', (frozen - E_HF).sum(), 'eV')
show('Gain of best hole over better localised hole',
     loc_ip.min() - ip_frozen, 'eV')
show('Best angle by direct search', np.degrees(search.x), 'degree', 3)
show('Best angle from Fock block', np.degrees(theta_formula), 'degree', 3)
show('Weights of L1, L2 in best orbital',
     [np.cos(search.x)**2, np.sin(search.x)**2], '(fraction)')
show('Largest relaxation coupling, up electrons', max(couplings), 'eV')
show('Frozen ion energies', frozen, 'eV')
show('Relaxed HF ion energy', E_relaxed, 'eV')
show('Exact ion energies, lowest two', ion_exact[:2], 'eV')
show('Exact neutral energy', E_exact, 'eV')
show('Lowest ionisation energy, frozen', ip_frozen, 'eV')
show('The same, converted', ip_frozen / hartree, 'hartree', 5)
show('Lowest ionisation energy, relaxed HF', ip_relaxed, 'eV')
show('Lowest ionisation energy, exact in model', ip_exact, 'eV')
show('Ion relaxation energy', relaxation, 'eV')
show('Remaining ion correlation energy (magnitude)', ion_corr, 'eV')
show('Neutral correlation energy (magnitude)', neutral_corr, 'eV')
show('Frozen minus exact ionisation energy', ip_frozen - ip_exact, 'eV')
print('OK')
```

Output:

```
Complex test, error with F_ji: 1.1e-16 (model units)
Complex test, error with F_ij: 1.674 (model units)
Site positions: 0.0 1.3 2.9 4.2 angstrom
Site energies: -10.0 -10.0 -11.0 -11.0 eV
Hoppings along chain (enter H with minus sign): 3.0 2.0 3.0 eV
On-site repulsion U: 8.0 eV
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Repulsion of site 1 with sites 1 to 4: 8.0000 6.4854 4.2188 3.1513 eV
HF total energy: -52.9916 eV
Canonical orbital energies, all four: -14.0974 -11.5800 -1.4200 1.0974 eV
Highest occupied orbital on sites 1 to 4: 0.6190 0.5335 -0.3159 -0.4821 (amplitude)
Centres of L1 and L2: 0.7114 3.5186 angstrom
L1 on sites 1 to 4: 0.6971 0.7031 0.1044 -0.0941 (amplitude)
L2 on sites 1 to 4: -0.0838 0.0737 0.6995 0.7058 (amplitude)
Weight of L1 on sites 1,2: 0.9802 (fraction)
Weight of L2 on sites 3,4: 0.9875 (fraction)
Fock block F11 F12 F22 in L1,L2: -12.4087 -1.1830 -13.2687 eV
Frozen ionisation energy from L1, L2: 12.4087 13.2687 eV
Frozen ionisation energies, canonical: 11.5800 14.0974 eV
Sum of the two, localised: 25.6774 eV
Sum of the two, canonical: 25.6774 eV
Gain of best hole over better localised hole: 0.8287 eV
Best angle by direct search: -35.013 degree
Best angle from Fock block: -35.013 degree
Weights of L1, L2 in best orbital: 0.6708 0.3292 (fraction)
Largest relaxation coupling, up electrons: 0.2645 eV
Frozen ion energies: -41.4116 -38.8943 eV
Relaxed HF ion energy: -41.5450 eV
Exact ion energies, lowest two: -41.6203 -39.2026 eV
Exact neutral energy: -53.1008 eV
Lowest ionisation energy, frozen: 11.5800 eV
The same, converted: 0.42556 hartree
Lowest ionisation energy, relaxed HF: 11.4466 eV
Lowest ionisation energy, exact in model: 11.4806 eV
Ion relaxation energy: 0.1334 eV
Remaining ion correlation energy (magnitude): 0.0752 eV
Neutral correlation energy (magnitude): 0.1092 eV
Frozen minus exact ionisation energy: 0.0995 eV
OK
```
